# Does a superconductor break local gauge symmetry, and what makes the photon massive?

**Question**

I learned superconductivity as follows. Below the transition the pair field $\psi$ acquires a nonzero average, this average breaks the local gauge symmetry of electromagnetism, and the broken symmetry gives the photon a mass, which is why magnetic fields are expelled. Then I met Elitzur's theorem, which says that a local gauge symmetry cannot break spontaneously, so that $\langle\psi\rangle=0$. If the average vanishes, where does the mass come from? And how can a vortex be defined by the winding of a phase that has no gauge-invariant meaning?

**Answer**

The middle link of that chain is wrong. Local gauge symmetry is unbroken in a superconductor, and the screening of magnetic fields does not need it to be broken. What it needs is an energy cost for a certain combination of the vector potential and the phase gradient, and that combination is gauge invariant.

**Why the average vanishes**

Put the pair phase $\theta_i$ on the sites of a finite lattice and an angle $a_{ij}$ on each link, where $a_{ij}$ stands for $(q/\hbar c)\int_i^j\mathbf A\cdot d\mathbf l$ and $q$ is the pair charge. All these angles are integrated over the full circle, with no gauge fixing. Take the statistical weight

$$
W=\exp\Big[\beta\sum_P\cos a_P+\kappa\sum_{(ij)}\cos(\theta_j-\theta_i-a_{ij})+h\sum_i\cos\theta_i\Big].
$$

Here $a_P$ is the oriented sum of the link angles around an elementary loop, the lattice form of magnetic flux. Because the cosine is periodic, a whole flux quantum through one loop costs nothing here, unlike in $B^2/8\pi$. The model is used below only for averages of the phase, where the argument rests on a shift of the link variables and not on the form of the loop term. The couplings $\beta$ and $\kappa$ are dimensionless. The first two terms do not change under the local transformation

$$
\theta_i\to\theta_i+\chi_i,\qquad a_{ij}\to a_{ij}+\chi_j-\chi_i .
$$

The term with $h$ is a small source that favours $\theta_i=0$. It plays the part of the weak field used to detect magnetization in a magnet: if the symmetry breaks spontaneously, the average survives when the volume is sent to infinity first and $h$ to zero afterwards.

Hold the site phases fixed and replace each link angle by

$$
b_{ij}=a_{ij}-\theta_j+\theta_i .
$$

This shifts an angle on a circle, so the integration measure is unchanged. The coupling term becomes $\kappa\cos b_{ij}$, since the cosine is even. Around a closed loop the phase differences cancel, so $a_P=b_P$. The weight is now a function of the $b_{ij}$ times a product of factors $e^{h\cos\theta_i}$, and each site phase is independent of everything else:

$$
\langle\cos\theta_i\rangle
=\frac{\int_0^{2\pi}\cos\theta\,e^{h\cos\theta}\,d\theta}{\int_0^{2\pi}e^{h\cos\theta}\,d\theta}
=\frac{I_1(h)}{I_0(h)}\simeq\frac h2\quad(h\to0),
$$

with $I_0$ and $I_1$ modified Bessel functions. Neither the volume nor $\beta$ nor $\kappa$ appears. Making the system infinite first therefore changes nothing, and the average goes to zero with the source. At $h=0$ the site phases are independent and uniformly distributed, so $\langle\cos(\theta_i-\theta_j)\rangle=0$ for any two different sites as well.

A variable modulus does not rescue the average. For $\psi_i=R_ie^{i\theta_i}$ and source $h\sum_iR_i\cos\theta_i$, the same step gives $\langle R_iI_1(hR_i)/I_0(hR_i)\rangle$. The series

$$
I_1(x)=\frac x2\sum_{k\ge0}\frac{(x^2/4)^k}{k!\,(k+1)!}\le\frac x2\sum_{k\ge0}\frac{(x^2/4)^k}{(k!)^2}=\frac x2I_0(x),\qquad x\ge0,
$$

shows that the average is at most $h\langle R_i^2\rangle/2$. It vanishes with $h$ as long as $\langle R_i^2\rangle$ stays bounded.

**How a global symmetry differs**

A version that can be summed completely lets every angle take the values $0$ and $\pm2\pi/3$. The single-site average is then

$$
\langle\cos\theta\rangle=\frac{e^h-e^{-h/2}}{e^h+2e^{-h/2}}\simeq\frac{3h/2}{3}=\frac h2 .
$$

I take $\kappa=1.5$, $\beta=1$ and $h=10^{-4}$. Summing over all configurations of a ladder with dynamical links gives $5.0\times10^{-5}$ for 4 sites and the same for 6 sites.

Now freeze the links at $a_{ij}=0$. Of the gauge transformations, only a common rotation of all phases remains as a symmetry. For infinitely long strips, periodic across their width, the average follows from the leading eigenvector of the matrix that adds one column of sites. With the same $\kappa$ and $h$ it is $0.084$, $0.814$ and $0.9996$ for widths 3, 4 and 6.

The reason for the growth is that frozen links make neighbours align, so the source acts on whole blocks. A straight wall across a strip of width $L$ changes $L$ cosines from $1$ to $-1/2$ and carries a weight $e^{-3\kappa L/2}$. Aligned blocks thus become exponentially long as the strip widens, and the source term of a block grows with the number of its sites. With dynamical links, a single site can be rotated while its links absorb the change. The source then faces one phase at a time.

These strips illustrate the role of a global symmetry for a three-state phase. They do not establish order for a continuous phase. Nor is any single strip ordered in the strict sense: at finite width the aligned blocks have finite length, so the average still goes to zero as $h\to0$. What the strips show is that the response to a fixed small source grows rapidly with the width, which is what breaking requires when the width is sent to infinity before $h$ goes to zero. With dynamical links the response does not depend on size at all. This is the setting of the picture in your question: if the electromagnetic field is treated as given, the remaining symmetry is global, and the single-site argument above no longer forbids its breaking.

**What a nonzero average in a fixed gauge means**

One may choose the gauge $\theta_i=0$, in which $\langle\cos\theta_i\rangle=1$. This holds by choice, for a normal metal as much as for a superconductor, and says nothing about the state.

Nor is every gauge-invariant average a sign of superconductivity. For $\beta=0$ the links $b_{ij}$ are independent, and with continuous angles $\langle\cos(\theta_j-\theta_i-a_{ij})\rangle=I_1(\kappa)/I_0(\kappa)$. This is positive for every $\kappa>0$ and varies smoothly with $\kappa$. The vanishing of $\langle\cos\theta_i\rangle$ is just as uninformative, because it holds at every $\kappa$. Whether one of these local averages is zero or nonzero therefore does not tell the two states apart, although the link average, being an energy, can still change non-smoothly where a transition occurs. The rest of this answer distinguishes them by their response to a magnetic field.

**The invariant combination**

In Ginzburg-Landau theory, in Gaussian units, the free-energy density is

$$
f=\alpha|\psi|^2+\frac b2|\psi|^4+\frac1{2m^*}\Big|\Big(-i\hbar\nabla-\frac qc\mathbf A\Big)\psi\Big|^2+\frac{B^2}{8\pi},
$$

where $m^*$ is the pair mass and $b>0$. Write $\psi=Re^{i\theta}$. The gradient acts on both factors:

$$
\Big(-i\hbar\nabla-\frac qc\mathbf A\Big)\psi
=e^{i\theta}\Big[-i\hbar\nabla R+R\Big(\hbar\nabla\theta-\frac qc\mathbf A\Big)\Big]
=e^{i\theta}\Big[-i\hbar\nabla R-\frac qcR\,\mathbf Q\Big],
$$

$$
\mathbf Q=\mathbf A-\frac{\hbar c}{q}\nabla\theta .
$$

In the last bracket one term is imaginary and the other real, so the squared modulus has no cross term:

$$
\frac1{2m^*}\Big|\Big(-i\hbar\nabla-\frac qc\mathbf A\Big)\psi\Big|^2=\frac{\hbar^2(\nabla R)^2}{2m^*}+\frac{q^2R^2}{2m^*c^2}\,Q^2 .
$$

A gauge transformation takes $\mathbf A\to\mathbf A+\nabla\Lambda$ and $\theta\to\theta+q\Lambda/\hbar c$. The two changes cancel in $\mathbf Q$, and $R$ does not change at all.

For $\alpha<0$ the uniform minimum has $R^2=-\alpha/b\equiv n_p$, the pair density. This is a mean-field statement about an invariant quantity. A minimizing configuration has some phase $\theta(\mathbf r)$, but all its gauge transforms have the same energy. Averaging over them makes $e^{i\theta}$ vanish and leaves $n_p$ and $\mathbf Q$ as they were. This is how a nonzero $|\psi|^2$ at the minimum agrees with $\langle\psi\rangle=0$.

**The mass term without choosing a gauge**

From here on $R^2=n_p$ is held uniform. This London limit requires weak fields. Where $R$ is forced to zero, as at the centre of a vortex, it also requires a core size (the distance over which $R$ recovers) much smaller than the screening length. Up to a constant,

$$
F=\frac1{8\pi}\int\Big(B^2+\frac{Q^2}{\lambda^2}\Big)d^3r,\qquad
\frac1{\lambda^2}=\frac{4\pi n_pq^2}{m^*c^2}.
$$

The factor is fixed by $n_pq^2/(2m^*c^2)=1/(8\pi\lambda^2)$.

Let the phase adjust to a given $\mathbf A$. Use a periodic volume $V$, no winding of the phase and no uniform part of $\mathbf A$. With $\varphi=\hbar c\,\theta/q$ and Fourier components defined by $g(\mathbf r)=\sum_{\mathbf k}g_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$, split $\mathbf A_{\mathbf k}$ into a part $A_\parallel$ along $\mathbf k$ and a part $\mathbf A_\perp$ across it. The phase gradient $i\mathbf k\varphi_{\mathbf k}$ lies along $\mathbf k$, so

$$
|\mathbf Q_{\mathbf k}|^2=|\mathbf A_\perp|^2+\big|A_\parallel-ik\varphi_{\mathbf k}\big|^2 .
$$

The choice $\varphi_{\mathbf k}=-iA_\parallel/k$ makes the second term zero. Since $\mathbf B_{\mathbf k}=i\mathbf k\times\mathbf A_{\mathbf k}$, we have $|\mathbf B_{\mathbf k}|^2=k^2|\mathbf A_\perp|^2$, and therefore

$$
\min_\theta F=\frac V{8\pi}\sum_{\mathbf k\ne0}\Big(k^2+\frac1{\lambda^2}\Big)|\mathbf A_\perp|^2
=\frac V{8\pi}\sum_{\mathbf k\ne0}|\mathbf B_{\mathbf k}|^2\Big(1+\frac1{\lambda^2k^2}\Big).
$$

The first form shows the mass term: $k^2$ has become $k^2+1/\lambda^2$. The second contains the magnetic field alone, so no gauge was preferred at any point.

A small calculation shows what the phase contributes. I drew a random vector potential on an $8\times8$ periodic lattice, removed its uniform part, and used differences between neighbours as gradients. With the phase frozen at zero, $\sum Q^2$ is $129.0$. Adding a random gradient to $\mathbf A$, still with the phase frozen, changes it to $367.6$, because only half of a gauge transformation has been made. Minimizing over the phase by least squares gives $72.4$ for both potentials.

**Screening and the photon mass**

Vary $\mathbf A$ at fixed $\theta$, with $\delta\mathbf A$ zero at the boundary. Then $\delta\mathbf Q=\delta\mathbf A$ and $\delta\mathbf B=\nabla\times\delta\mathbf A$. An integration by parts gives

$$
\delta F=\frac1{4\pi}\int\Big(\nabla\times\mathbf B+\frac{\mathbf Q}{\lambda^2}\Big)\cdot\delta\mathbf A\,d^3r=0
\quad\Rightarrow\quad
\nabla\times\mathbf B=-\frac{\mathbf Q}{\lambda^2}.
$$

Take the curl. Where the phase is smooth, $\nabla\times\nabla\theta=0$ and $\nabla\times\mathbf Q=\mathbf B$. With $\nabla\cdot\mathbf B=0$ the left side becomes $-\nabla^2\mathbf B$, so

$$
\nabla^2\mathbf B=\frac{\mathbf B}{\lambda^2}.
$$

A static field of mass $M$ obeys the same equation with $1/\lambda=Mc/\hbar$. In this sense the photon mass is $1/\lambda$ as an inverse length, or $Mc^2=\hbar c/\lambda$ as an energy. It comes from the cost of $\mathbf Q$, that is, from $n_p/m^*$. When $n_p\to0$, $\lambda$ diverges and this static mass disappears.

In a slab $|x|\le D/2$ with a field $B_0$ applied parallel to its faces, the even solution that equals $B_0$ at both faces is

$$
B(x)=B_0\,\frac{\cosh(x/\lambda)}{\cosh(D/2\lambda)} .
$$

A slab much thinner than $\lambda$ hardly screens. In a thick one the centre field falls as $2B_0e^{-D/2\lambda}$.

For numbers, use Rydberg units: $\hbar=1$, $m_e=1/2$, $e^2=2$, and $c=2/\alpha_{\rm fs}=274.07$, with $\alpha_{\rm fs}$ the fine-structure constant. A pair has $q=-2e=-2\sqrt2$ and $m^*=2m_e=1$. I choose $n_p=0.001$ per cubic bohr as a round model value:

$$
\frac1{\lambda^2}=\frac{4\pi\times0.001\times8}{274.07^2}\ \text{bohr}^{-2}
\quad\Rightarrow\quad
\frac1\lambda=1.157\times10^{-3}\ \text{bohr}^{-1}.
$$

Thus $\lambda=864$ bohr, or $45.7$ nm. For a slab with $D=4000$ bohr, $D/2\lambda=2.314$ and the centre field is $1/\cosh(2.314)=0.196$ of the applied field. These numbers assume that the current at a point depends on $\mathbf Q$ at that point only, which requires a pair size well below $\lambda$. A clean free-electron gas of density $2n_p$ has $\xi_0=\hbar v_F/\pi\Delta\approx120$ nm for a gap $\Delta=1.5$ meV, larger than this $\lambda$, and would need a gap near $40$ meV for $\xi_0\approx\lambda/10$. The parameters are a model, not a material.

The mass in energy units is $\hbar c/\lambda=274.07/864.4=0.317$ Ry, or $4.31$ eV. This converts a static range into an energy. It equals $\hbar\sqrt{4\pi n_pq^2/m^*}$, the plasma energy of the carriers, which a normal electron gas of density $2n_p$ has as well. What is special to the superconductor is that the screening holds at zero frequency. The static theory says nothing about the optical response at this energy.

**What the winding of a vortex means**

The phase at one point has no invariant meaning, but its winding does. Since $\psi$ is single-valued, $\oint\nabla\theta\cdot d\mathbf l=2\pi N$ around a loop on which $R\ne0$, with integer $N$. A gauge transformation that is smooth throughout the plane cannot change $N$: shrink the loop to a point, and the winding of the transformation must go to zero, while an integer cannot change continuously. Integrating $\mathbf Q$ around the loop gives

$$
\oint\mathbf Q\cdot d\mathbf l=\Phi-\frac{2\pi\hbar c}{q}N ,
$$

where $\Phi$ is the enclosed magnetic flux. One can force $\theta=0$ outside the core with a singular transformation. This moves the winding into $\mathbf A$ and leaves $\mathbf Q$ as it was.

Take one vortex with positive flux. Because $q<0$, this means $N=-1$, and the last term is the flux quantum $\Phi_0=2\pi\hbar c/|q|$. For a straight vortex in a bulk sample, with circular symmetry and $\Phi(r)$ the flux within radius $r$,

$$
Q_\phi=\frac{\Phi(r)-\Phi_0}{2\pi r}.
$$

The azimuthal part of $\nabla\times\mathbf B$ is $-dB/dr$, so the field equation reads $dB/dr=Q_\phi/\lambda^2$. Set $x=r/\lambda$, $u=1-\Phi/\Phi_0$ and $B=\Phi_0\,\beta_v(x)/2\pi\lambda^2$. The field equation and the definition of flux, $d\Phi/dr=2\pi rB$, become

$$
\beta_v'=-\frac ux,\qquad u'=-x\beta_v .
$$

From the first, $u=-x\beta_v'$. Inserting this in the second gives $(x\beta_v')'=x\beta_v$, the modified Bessel equation of order zero. The decaying solution is $\beta_v=CK_0(x)$, for which $u=CxK_1(x)$. A core of negligible size contains no flux, so $u\to1$ as $x\to0$. Since $xK_1(x)\to1$ there, $C=1$:

$$
B(r)=\frac{\Phi_0}{2\pi\lambda^2}K_0\!\Big(\frac r\lambda\Big),\qquad
\Phi(r)=\Phi_0\Big[1-\frac r\lambda K_1\!\Big(\frac r\lambda\Big)\Big].
$$

Far away $xK_1(x)\to0$. Then $\mathbf Q$ vanishes and the total flux is $\Phi_0$. In bulk, the same length $\lambda$ sets the decay of the vortex field and the screening in the slab. In a film of thickness $d\ll\lambda$ the flux spreads over the longer scale $2\lambda^2/d$: for $d=10$ nm and the $\lambda$ above this is $418$ nm, and only about half of $\Phi_0$ lies within $r=10\lambda$. At the centre $K_0$ diverges logarithmically. There the London limit fails, since $R$ must go to zero where the phase is undefined.

In the model above,

$$
\Phi_0=\frac{2\pi\times274.07}{2\sqrt2}=608.8\ \text{Rydberg units}=2.068\times10^{-15}\ \text{Wb}.
$$

Within $r=\lambda$ lies the fraction $1-K_1(1)=0.398$ of this flux. The field at that radius, with $\Phi_0$ in webers and $\lambda$ in metres, is

$$
B(\lambda)=\frac{2.068\times10^{-15}}{2\pi(4.574\times10^{-8})^2}K_0(1)\ \text{T}=0.066\ \text{T}.
$$

These are the values for a vanishing core. With the full Ginzburg-Landau equations and $\xi=\hbar/\sqrt{2m^*|\alpha|}$, the fraction and the field are $0.396$ and $0.0665$ T for $\lambda/\xi=20$, and $0.375$ and $0.068$ T for $\lambda/\xi=5$.

So your vortex is defined by something gauge invariant: the integer $N$ that fixes $\Phi-\oint\mathbf Q\cdot d\mathbf l$. This is the trapped flux when the loop can be drawn where $\mathbf Q$ has died out. In a sample not much larger than $\lambda$ the flux is smaller: in a cylinder of radius $X\lambda$ with no outside field it is $\Phi_0[1-1/I_0(X)]$, which is $0.21\,\Phi_0$ for $X=1$ and $0.56\,\Phi_0$ for $X=2$.
